# Spin pumping by standing spin waves and by the uniform mode: verification in Python

```python
"""
Result under test: in a film with unpinned surfaces, a perpendicular standing
spin wave cos(n pi z/d), n >= 1, pumps twice the direct spin current of the
uniform mode (n = 0) through one surface, at equal magnon number, equal
frequency and circular polarization.

Symbols (SI): d thickness, Ms saturation magnetization, A_ex exchange stiffness,
D = 2 A_ex/Ms, g_mix effective mixing conductance per area, gamma > 0
gyromagnetic ratio, omega angular frequency, theta cone angle.
Equation of motion: dm/dt = -gamma m x B.  The film normal is axis 2 (z) and the
metal contact is at z = d.  Spin current density = (hbar g_mix/4 pi) <m x dm/dt>
along the equilibrium magnetization.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, eigvals
from scipy.optimize import brentq

hbar, mu0, kB, e_charge = const.hbar, const.mu_0, const.k, const.e
mu_B = const.physical_constants["Bohr magneton"][0]
gamma = 2.0 * mu_B / hbar            # g-factor 2

# chosen round model parameters
d, Ms, A_ex, g_mix = 100e-9, 1.4e5, 4e-12, 5e18
freq, theta_uniform = 10e9, 0.020
K_surface, temperature, side = 1e-5, 300.0, 100e-6

omega = 2 * np.pi * freq
D = 2 * A_ex / Ms
B_M = mu0 * Ms
alpha_sp = gamma * hbar * g_mix / (4 * np.pi * Ms * d)
eta = hbar * g_mix * omega * d / (8 * np.pi * A_ex)
modes = (0, 1, 2)


def exchange_field(n):
    return D * (n * np.pi / d) ** 2


def resonance_field(n, axis):
    """External field that puts mode n at omega; axis 2 normal, axis 0 in plane."""
    if axis == 2:
        return omega / gamma + B_M - exchange_field(n)
    return -B_M / 2 + np.hypot(B_M / 2, omega / gamma) - exchange_field(n)


# ---- Test 1: nonlinear time integration, current and number from definitions
def simulate(n, axis, cells=40):
    """Return spin current per magnon (1/s), counted by moment and by energy."""
    dz = d / cells
    s = np.linspace(0, 1, cells + 1)
    weight = np.full(cells + 1, dz)
    weight[[0, -1]] /= 2
    equilibrium = np.zeros(3)
    equilibrium[axis] = 1.0
    B0 = resonance_field(n, axis)
    tilt = theta_uniform * np.cos(n * np.pi * s)
    start = np.outer(np.cos(tilt), equilibrium)
    start[:, 1] += np.sin(tilt)

    def velocity(m):
        lap = np.empty_like(m)
        lap[1:-1] = m[2:] - 2 * m[1:-1] + m[:-2]
        lap[0] = 2 * (m[1] - m[0])
        lap[-1] = 2 * (m[-2] - m[-1])
        B = D * lap / dz**2 + B0 * equilibrium
        B[:, 2] -= B_M * m[:, 2]
        return -gamma * np.cross(m, B)

    period = 1 / freq
    run = solve_ivp(lambda t, y: period * velocity(y.reshape(-1, 3)).ravel(),
                    (0, 1), start.ravel(), method="DOP853",
                    t_eval=np.linspace(0, 1, 41), rtol=1e-8, atol=1e-10)
    assert run.success
    path = [y.reshape(-1, 3) for y in run.y.T]
    # the mode must close its orbit after one period of the common frequency
    assert np.abs(path[-1] - start).max() < 0.015 * theta_uniform
    current = np.mean([np.cross(m[-1], velocity(m)[-1])[axis] for m in path[:-1]])
    current *= hbar * g_mix / (4 * np.pi)
    by_moment = np.mean([Ms / (gamma * hbar) * np.sum(weight * (1 - m[:, axis]))
                         for m in path[:-1]])
    m = path[20]
    energy = A_ex * np.sum(np.diff(m, axis=0) ** 2) / dz
    energy += np.sum(weight * (Ms * B0 * (1 - m[:, axis])
                     + 0.5 * mu0 * Ms**2 * (m[:, 2] ** 2 - equilibrium[2])))
    by_energy = energy / (hbar * omega)
    return current / (hbar * by_moment), current / (hbar * by_energy)


normal = {n: simulate(n, 2) for n in modes}
in_plane = {n: simulate(n, 0) for n in (0, 1)}
rate_formula = {n: 2 * alpha_sp * omega * (1 if n == 0 else 2) for n in modes}
for n in modes:
    assert abs(normal[n][0] / rate_formula[n] - 1) < 5e-3   # grid and angle error
    assert abs(normal[n][1] / rate_formula[n] - 1) < 5e-3
for n in in_plane:                                          # elliptical precession
    assert abs(in_plane[n][1] / rate_formula[n] - 1) < 5e-3
# counting by lost moment must differ for an ellipse
assert in_plane[0][0] < 0.99 * in_plane[0][1]

# ---- Test 2: damping by the pumping torque, from a complex eigenvalue problem
points = 201
h = 1 / (points - 1)
mass = np.full(points, h)
mass[[0, -1]] /= 2
stiff = (np.diag(np.full(points, 2.0)) - np.diag(np.ones(points - 1), 1)
         - np.diag(np.ones(points - 1), -1)) / h
stiff[0, 0] = stiff[-1, -1] = 1 / h
decay = {}
for n in modes:
    internal = resonance_field(n, 2) - B_M
    hamiltonian = gamma * (internal * np.diag(mass) + D / d**2 * stiff)
    metric = mass.astype(complex)
    metric[-1] -= 1j * alpha_sp
    spectrum = eigvals(hamiltonian / metric[:, None])
    root = spectrum[np.argmin(abs(spectrum - omega))]
    decay[n] = 2 * root.imag                                # decay rate of number
    assert abs(decay[n] / rate_formula[n] - 1) < 3e-3       # grid and eta^2 error

# ---- Test 3: surface anisotropy at the contact breaks the factor two
xi = K_surface * d / A_ex


def surface_factors(pinning):
    """Surface intensity divided by mean intensity, for the lowest three modes."""
    matrix = stiff.copy()
    matrix[-1, -1] += pinning
    _, vectors = eigh(matrix, np.diag(mass), subset_by_index=[0, 2])
    return vectors[-1] ** 2                                 # unit mean intensity


free_factor = surface_factors(0.0)
pinned_factor = surface_factors(xi)
pinned_ratio = {n: pinned_factor[n] / pinned_factor[0] for n in (1, 2)}
pinned_law = {n: 2 * (1 + 2 * xi / 3 - xi / (n * np.pi) ** 2) for n in (1, 2)}
for n in (1, 2):
    assert abs(free_factor[n] / free_factor[0] - 2) < 1e-6
    assert abs(pinned_ratio[n] / pinned_law[n] - 1) < 0.02  # second order in xi
strong = surface_factors(1e4)
assert strong.max() < 1e-3                                  # pinned: no pumping

# ---- Finite cone angle: nonlinear standing wave n = 1 by shooting
theta_surface = np.sqrt(2) * theta_uniform


def shoot(p):
    """p = external field minus omega/gamma; s = distance from contact over d."""
    def rhs(s, y):
        bend = d**2 / D * np.sin(y[0]) * (p - B_M * np.cos(y[0]))
        return [y[1], bend, 2 * np.sin(y[0] / 2) ** 2]
    return solve_ivp(rhs, (0, 1), [theta_surface, 0, 0], method="DOP853",
                     rtol=1e-11, atol=1e-13).y[:, -1]


p_linear = B_M - exchange_field(1)
width = 0.05 * exchange_field(1)
p_root = brentq(lambda p: shoot(p)[1], p_linear - width, p_linear + width,
                xtol=1e-13)
mean_loss = shoot(p_root)[2]                                # mean of 1 - cos(theta)
sin2_uniform = 1 - (1 - mean_loss) ** 2
ratio_finite = np.sin(theta_surface) ** 2 / sin2_uniform
assert abs(ratio_finite - 2) < 4e-3

# ---- Worked example at equal magnon number
number_area = Ms * d * (1 - np.cos(theta_uniform)) / (gamma * hbar)
number_total = number_area * side**2
thermal = 1 / np.expm1(hbar * omega / (kB * temperature))
assert thermal < 1e-3 * number_total

print("INPUTS (round model parameters)")
print(f"thickness d = {d*1e9:.0f} nm")
print(f"saturation magnetization Ms = {Ms/1e3:.0f} kA/m")
print(f"exchange stiffness A = {A_ex*1e12:.1f} pJ/m")
print(f"mixing conductance g = {g_mix:.1e} 1/m^2")
print(f"frequency = {freq/1e9:.1f} GHz")
print(f"uniform cone angle = {theta_uniform*1e3:.1f} mrad")
print("INTERMEDIATE VALUES")
print(f"gamma = {gamma:.4e} rad/(s T)")
print(f"omega/gamma = {omega/gamma*1e3:.1f} mT")
print(f"mu0 Ms = {B_M*1e3:.1f} mT")
print(f"magnons per area = {number_area:.3e} 1/m^2")
print(f"uniform-mode pumping damping alpha_sp = {alpha_sp:.3e}")
print(f"pumping parameter eta = {eta:.4f}")
print("MODES AT EQUAL MAGNON NUMBER AND FREQUENCY")
for n in modes:
    angle = theta_uniform * (1 if n == 0 else np.sqrt(2))
    j = hbar * g_mix * omega * angle**2 / (4 * np.pi)
    print(f"n={n}: exchange field = {exchange_field(n)*1e3:.1f} mT, "
          f"external field = {resonance_field(n, 2)*1e3:.1f} mT")
    print(f"n={n}: surface angle = {angle*1e3:.2f} mrad")
    print(f"n={n}: spin current = {j*1e9:.3f} nJ/m^2, "
          f"as charge current 2e/hbar = {j*2*e_charge/hbar/1e4:.0f} A/cm^2")
    print(f"n={n}: number decay rate, formula = {rate_formula[n]/1e6:.2f} 1/us, "
          f"eigenvalue = {decay[n]/1e6:.2f} 1/us")
print("RATIO TO UNIFORM MODE FROM TIME INTEGRATION")
for n in (1, 2):
    print(f"n={n}, normal magnetization: {normal[n][0]/normal[0][0]:.4f}")
print(f"n=1, in-plane, number = energy/(hbar omega): "
      f"{in_plane[1][1]/in_plane[0][1]:.4f}")
print(f"n=0, in-plane: current per magnon, moment count / energy count = "
      f"{in_plane[0][0]/in_plane[0][1]:.4f}")
print("NEGLECTED EFFECTS")
print(f"surface anisotropy Ks = {K_surface*1e3:.2f} mJ/m^2, xi = {xi:.3f}")
for n in (1, 2):
    print(f"n={n}: ratio with Ks = {pinned_ratio[n]:.3f}, "
          f"first-order law = {pinned_law[n]:.3f}")
print(f"n=1: ratio at finite cone angle = {ratio_finite:.5f}")
print(f"n=1: damping ratio with mode reshaping = {decay[1]/decay[0]:.5f}")
print(f"film side = {side*1e6:.0f} um, magnons in film = {number_total:.2e}")
print(f"thermal magnons in the mode at {temperature:.0f} K = {thermal:.0f}")
print("OK")
```

Running it gives:

```
INPUTS (round model parameters)
thickness d = 100 nm
saturation magnetization Ms = 140 kA/m
exchange stiffness A = 4.0 pJ/m
mixing conductance g = 5.0e+18 1/m^2
frequency = 10.0 GHz
uniform cone angle = 20.0 mrad
INTERMEDIATE VALUES
gamma = 1.7588e+11 rad/(s T)
omega/gamma = 357.2 mT
mu0 Ms = 175.9 mT
magnons per area = 1.510e+17 1/m^2
uniform-mode pumping damping alpha_sp = 5.271e-04
pumping parameter eta = 0.0330
MODES AT EQUAL MAGNON NUMBER AND FREQUENCY
n=0: exchange field = 0.0 mT, external field = 533.2 mT
n=0: surface angle = 20.00 mrad
n=0: spin current = 1.055 nJ/m^2, as charge current 2e/hbar = 320 A/cm^2
n=0: number decay rate, formula = 66.24 1/us, eigenvalue = 66.24 1/us
n=1: exchange field = 56.4 mT, external field = 476.8 mT
n=1: surface angle = 28.28 mrad
n=1: spin current = 2.109 nJ/m^2, as charge current 2e/hbar = 641 A/cm^2
n=1: number decay rate, formula = 132.49 1/us, eigenvalue = 132.49 1/us
n=2: exchange field = 225.6 mT, external field = 307.6 mT
n=2: surface angle = 28.28 mrad
n=2: spin current = 2.109 nJ/m^2, as charge current 2e/hbar = 641 A/cm^2
n=2: number decay rate, formula = 132.49 1/us, eigenvalue = 132.48 1/us
RATIO TO UNIFORM MODE FROM TIME INTEGRATION
n=1, normal magnetization: 1.9997
n=2, normal magnetization: 1.9974
n=1, in-plane, number = energy/(hbar omega): 1.9999
n=0, in-plane: current per magnon, moment count / energy count = 0.9710
NEGLECTED EFFECTS
surface anisotropy Ks = 0.01 mJ/m^2, xi = 0.250
n=1: ratio with Ks = 2.287, first-order law = 2.283
n=2: ratio with Ks = 2.338, first-order law = 2.321
n=1: ratio at finite cone angle = 1.99959
n=1: damping ratio with mode reshaping = 2.00021
film side = 100 um, magnons in film = 1.51e+09
thermal magnons in the mode at 300 K = 625
OK
```
